**Averaging loss of a harmonic-sum etch rate**

With radical-limited rate \(x\), ion-limited rate \(y\) and coverage \(\theta=x/(x+y)\), the local etch rate is \(R=xy/(x+y)\). The rate at the area averages \(\bar x,\bar y\) exceeds the average rate by \(\langle(x+y)(\theta-\Theta)^2\rangle\), where \(\Theta=\bar x/(\bar x+\bar y)\). The program finds local rates by numerical root-finding of the site balance and asserts that they agree with the harmonic formula. It also asserts the loss identity on a model wafer and on random fields containing zeros, the absence of loss at a fixed flux ratio, and the small-variation law. Further assertions cover sputtering, ion-borne chlorine, thermal removal, and a case in which separately averaged fluxes and ion energy reverse the inequality. For the example wafer the output gives 113.684 nm/min at averaged fluxes and 112.527 nm/min for the average rate, a loss of 1.018%.

## Verification by program

```python
"""Wafer average of a harmonic-sum etch rate.

Result under test: with x the radical-limited and y the ion-limited etch rate,
the local rate is R = x*y/(x+y), and for area averages X = <x>, Y = <y>
    X*Y/(X+Y) - <R> = <(x+y)*(theta - Theta)**2> >= 0,
where theta = x/(x+y) is the local radical coverage and Theta = X/(X+Y).
The loss vanishes only for a uniform ratio x/y.
Local rates are found here by solving the surface site balance numerically.
Fluxes are in cm^-2 s^-1, rates in nm/min, energies in eV, radii in mm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough typical parameters: silicon in a chlorine plasma
ATOM_DENSITY = 5.0e22       # silicon atoms per cm^3
STICKING = 0.30             # chlorine sticking probability on a bare site
CL_PER_SI = 3.0             # chlorine atoms used per removed silicon atom
YIELD_SLOPE = 0.30          # silicon atoms per ion per sqrt(eV)
THRESHOLD = 16.0            # eV
ENERGY = 100.0              # eV
RADICAL_MEAN = 2.0e17       # cm^-2 s^-1
ION_MEAN = 1.0e16           # cm^-2 s^-1
WAFER_RADIUS = 150.0        # mm
RADICAL_SWING = 0.15        # relative half-swing, higher at the edge
ION_SWING = 0.20            # relative half-swing, higher at the centre
SITE_DENSITY = 7.0e14       # chlorine sites per cm^2
GAS_TEMPERATURE = 500.0     # K
# Sizes of effects left out of the model
SPUTTER_YIELD = 0.05        # atoms per ion from bare silicon
THERMAL_RATE = 1.0          # nm/min at full coverage
ENERGY_SWING = 5.0          # eV, higher at the centre
STICKING_SWING = 0.05       # relative half-swing, higher at the edge

TO_NM_MIN = 1e7 * 60 / ATOM_DENSITY   # atoms cm^-2 s^-1 to nm/min


def ion_yield(energy):
    return YIELD_SLOPE * (np.sqrt(energy) - np.sqrt(THRESHOLD))


def solve_site(radical, ion, energy=ENERGY, stick=STICKING,
               sputter=0.0, thermal=0.0, ion_cl=0.0):
    """Coverage and etch rate from the root of the site balance."""
    supply = stick * radical + ion_cl * ion
    removal = ion_yield(energy) * ion + thermal / TO_NM_MIN
    cover = brentq(lambda c: supply * (1 - c) - CL_PER_SI * removal * c,
                   0.0, 1.0, xtol=1e-15, rtol=1e-14)
    return cover, TO_NM_MIN * (removal * cover + sputter * ion * (1 - cover))


# Area average over the disc: Gauss-Legendre in the radius, weight 2 r dr / R^2
nodes, node_weights = np.polynomial.legendre.leggauss(48)
radius = 0.5 * WAFER_RADIUS * (nodes + 1)
area_weight = node_weights * radius / WAFER_RADIUS
tilt = 2 * (radius / WAFER_RADIUS) ** 2 - 1   # -1 at centre, +1 at edge


def mean(field):
    return float(np.sum(area_weight * field))


def compare(radical, ion, energy=ENERGY, stick=STICKING, **extra):
    """Rate at averaged inputs, and average of the local rates."""
    energy = energy + 0 * tilt
    stick = stick + 0 * tilt
    local = np.array([solve_site(r, i, e, s, **extra)[1]
                      for r, i, e, s in zip(radical, ion, energy, stick)])
    at_mean = solve_site(mean(radical), mean(ion), mean(energy),
                         mean(stick), **extra)[1]
    return at_mean, mean(local)


def coverage_loss(x, y, average=mean):
    """Loss predicted from the weighted spread of coverage."""
    total = x + y
    cover = np.divide(x, total, out=np.zeros_like(total), where=total > 0)
    big_cover = average(x) / (average(x) + average(y))
    return average(total * (cover - big_cover) ** 2)


def x_rate(radical, stick=STICKING):
    return TO_NM_MIN * stick * radical / CL_PER_SI


def y_rate(ion, energy=ENERGY):
    return TO_NM_MIN * ion_yield(energy) * ion


assert abs(mean(1 + 0 * tilt) - 1) < 1e-12 and abs(mean(tilt)) < 1e-12

# Harmonic law against the solved site balance
for r_flux in (1e15, 2e17, 5e18):
    for i_flux in (1e14, 1e16, 3e17):
        x, y = x_rate(r_flux), y_rate(i_flux)
        solved = solve_site(r_flux, i_flux)
        assert np.isclose(solved[1], 1 / (1 / x + 1 / y), rtol=1e-10)
        assert np.isclose(solved[0], x / (x + y), rtol=1e-10)

# Time-dependent coverage reaches the steady value at the predicted speed
gain = STICKING * RADICAL_MEAN
drain = CL_PER_SI * ion_yield(ENERGY) * ION_MEAN
relax = SITE_DENSITY / (gain + drain)
history = solve_ivp(lambda t, c: (gain * (1 - c) - drain * c) / SITE_DENSITY,
                    (0, 25 * relax), [0.0], t_eval=[relax, 25 * relax],
                    rtol=1e-9, atol=1e-12, method="DOP853")
mean_cover, _ = solve_site(RADICAL_MEAN, ION_MEAN)
assert np.isclose(history.y[0, 1], mean_cover, rtol=1e-6)
assert np.isclose(history.y[0, 0], mean_cover * (1 - np.exp(-1)), rtol=1e-6)

# Completed square, symbolically
xs, ys, cs = sp.symbols("x y c", positive=True)
square_gap = ((1 - cs) ** 2 * xs + cs ** 2 * ys - xs * ys / (xs + ys)
              - (xs + ys) * (cs - xs / (xs + ys)) ** 2)
assert sp.simplify(square_gap) == 0

# Random fields, with places where one or both fluxes vanish
rng = np.random.default_rng(4)
for _ in range(200):
    weight = rng.random(30)
    weight /= weight.sum()
    x, y = rng.lognormal(0, 1, 30), rng.lognormal(0, 1, 30)
    x[:4] = 0
    y[2:7] = 0
    total = x + y
    local = np.divide(x * y, total, out=np.zeros(30), where=total > 0)
    X, Y = weight @ x, weight @ y
    loss = X * Y / (X + Y) - weight @ local
    assert loss > 0
    assert np.isclose(loss, coverage_loss(x, y, lambda f: weight @ f),
                      rtol=1e-9, atol=1e-13)

# Worked wafer
radical = RADICAL_MEAN * (1 + RADICAL_SWING * tilt)
ion = ION_MEAN * (1 - ION_SWING * tilt)
at_mean, average = compare(radical, ion)
loss = at_mean - average
spread = coverage_loss(x_rate(radical), y_rate(ion))
assert loss > 0 and np.isclose(loss, spread, rtol=1e-8)
ratio_variance = mean(((RADICAL_SWING + ION_SWING) * tilt) ** 2)
estimate = mean_cover * (1 - mean_cover) * ratio_variance
centre_rate = solve_site(RADICAL_MEAN * (1 - RADICAL_SWING),
                         ION_MEAN * (1 + ION_SWING))[1]
assert centre_rate > at_mean   # only the average is bounded

# Small-variation law on unequal, asymmetric profiles
small = 1e-3
u, v = small * tilt, small * (1 / 3 - tilt ** 2)
small_at, small_avg = compare(RADICAL_MEAN * (1 + u), ION_MEAN * (1 + v))
small_law = mean_cover * (1 - mean_cover) * mean((u - v) ** 2)
# tolerance covers the next order, which is of relative size 'small'
assert np.isclose((small_at - small_avg) / small_at, small_law, rtol=1e-2)

# Nonuniform fluxes in a fixed ratio: no loss
shape = 1 - ION_SWING * tilt
same_radical, same_ion = RADICAL_MEAN * shape, ION_MEAN * shape
same_at, same_avg = compare(same_radical, same_ion)
assert abs(same_at - same_avg) < 1e-9 * same_at

# Sputtering of bare sites
sp_at, sp_avg = compare(radical, ion, sputter=SPUTTER_YIELD)
sp_factor = 1 - SPUTTER_YIELD / ion_yield(ENERGY)
assert np.isclose(sp_at - sp_avg, sp_factor * loss, rtol=1e-8)

# Chlorine delivered by the ions, one atom per ion
ic_at, ic_avg = compare(radical, ion, ion_cl=1.0)
x_with_ions = x_rate(radical) + TO_NM_MIN * ion / CL_PER_SI
assert np.isclose(ic_at - ic_avg, coverage_loss(x_with_ions, y_rate(ion)),
                  rtol=1e-8)
ic_same = compare(same_radical, same_ion, ion_cl=1.0)
assert abs(ic_same[0] - ic_same[1]) < 1e-9 * ic_same[0]

# Thermal removal independent of the fluxes
th_at, th_avg = compare(radical, ion, thermal=THERMAL_RATE)
assert np.isclose(th_at - th_avg,
                  coverage_loss(x_rate(radical), y_rate(ion) + THERMAL_RATE),
                  rtol=1e-8)
th_same = compare(same_radical, same_ion, thermal=THERMAL_RATE)
th_same_loss = th_same[0] - th_same[1]
assert th_same_loss > 1e-8   # uniform flux ratio no longer gives equality
k_ion = (y_rate(ION_MEAN) + THERMAL_RATE) * shape - THERMAL_RATE
th_fixed = compare(same_radical, k_ion / y_rate(1.0), thermal=THERMAL_RATE)
assert abs(th_fixed[0] - th_fixed[1]) < 1e-9 * th_fixed[0]

# Coefficients that vary over the wafer
energy_map = ENERGY - ENERGY_SWING * tilt
stick_map = STICKING * (1 + STICKING_SWING * tilt)
en_at, en_avg = compare(radical, ion, energy=energy_map)
st_at, st_avg = compare(radical, ion, stick=stick_map)
bad_at, bad_avg = compare(same_radical, same_ion, energy=energy_map)
assert bad_avg > bad_at      # separate averaging reverses the inequality
X, Y = mean(x_rate(same_radical)), mean(y_rate(same_ion, energy_map))
cured = X * Y / (X + Y)
assert cured > bad_avg       # averaging x and y themselves restores it
assert np.isclose(cured - bad_avg,
                  coverage_loss(x_rate(same_radical),
                                y_rate(same_ion, energy_map)), rtol=1e-7)

# Regime checks
current = const.e * ION_MEAN * 1e3
cl_mass = 35.45 * const.atomic_mass
speed = np.sqrt(8 * const.k * GAS_TEMPERATURE / (np.pi * cl_mass))
cl_density = 4 * RADICAL_MEAN * 1e4 / speed
cl_pressure = cl_density * const.k * GAS_TEMPERATURE / const.torr * 1e3

print(f"silicon atomic density: {ATOM_DENSITY:.1e} cm^-3")
print(f"sticking: {STICKING:.2f}; Cl used per Si: {CL_PER_SI:.0f}")
print(f"yield slope: {YIELD_SLOPE:.2f} per sqrt(eV)")
print(f"threshold: {THRESHOLD:.0f} eV; ion energy: {ENERGY:.0f} eV")
print(f"yield at full coverage: {ion_yield(ENERGY):.2f} Si/ion")
print(f"mean radical flux: {RADICAL_MEAN:.1e} cm^-2 s^-1")
print(f"mean ion flux: {ION_MEAN:.1e} cm^-2 s^-1")
print(f"ion current density: {current:.2f} mA/cm2")
print(f"Cl partial pressure at {GAS_TEMPERATURE:.0f} K: "
      f"{cl_pressure:.2f} mTorr")
print(f"wafer radius: {WAFER_RADIUS:.0f} mm")
print(f"radical half-swing: {100 * RADICAL_SWING:.0f} % (edge high)")
print(f"ion half-swing: {100 * ION_SWING:.0f} % (centre high)")
print(f"site density: {SITE_DENSITY:.1e} cm^-2")
print(f"coverage relaxation time: {relax * 1e3:.2f} ms")
print(f"mean radical-limited rate X: {x_rate(RADICAL_MEAN):.2f} nm/min")
print(f"mean ion-limited rate Y: {y_rate(ION_MEAN):.2f} nm/min")
print(f"coverage at averaged fluxes: {mean_cover:.4f}")
print("local values: r (mm), x, y (nm/min), coverage, R (nm/min)")
for t in (-1.0, 0.0, 1.0):
    r_here = WAFER_RADIUS * np.sqrt((1 + t) / 2)
    r_flux = RADICAL_MEAN * (1 + RADICAL_SWING * t)
    i_flux = ION_MEAN * (1 - ION_SWING * t)
    cover, rate = solve_site(r_flux, i_flux)
    print(f"  {r_here:.1f}  {x_rate(r_flux):.2f}  {y_rate(i_flux):.2f}  "
          f"{cover:.4f}  {rate:.3f}")
print(f"rate at averaged fluxes: {at_mean:.3f} nm/min")
print(f"average of local rates: {average:.3f} nm/min")
print(f"loss, by subtraction: {loss:.4f} nm/min")
print(f"loss, from coverage spread: {spread:.4f} nm/min")
print(f"relative loss: {100 * loss / at_mean:.3f} %")
print(f"mean square of u-v: {ratio_variance:.5f}")
print(f"second-order estimate of relative loss: {100 * estimate:.3f} %")
print(f"fixed ratio, both half-swings {100 * ION_SWING:.0f} %: "
      f"average {same_avg:.3f} nm/min")
print(f"fixed ratio, |loss| below 1e-6 nm/min: "
      f"{abs(same_at - same_avg) < 1e-6}")
print("neglected effects: rate at averages, average, loss (nm/min)")
for label, pair in (
        ("one Cl per ion", (ic_at, ic_avg)),
        (f"sputter yield {SPUTTER_YIELD:.2f}", (sp_at, sp_avg)),
        (f"thermal {THERMAL_RATE:.1f} nm/min", (th_at, th_avg)),
        (f"energy swing {ENERGY_SWING:.0f} eV", (en_at, en_avg)),
        (f"sticking swing {100 * STICKING_SWING:.0f} %", (st_at, st_avg))):
    print(f"  {label}: {pair[0]:.3f}  {pair[1]:.3f}  {pair[0] - pair[1]:.4f}")
print(f"sputtering factor on loss: {sp_factor:.4f}")
print(f"fixed ratio with thermal removal, loss: {th_same_loss:.2e} nm/min")
print("counterexample: fixed flux ratio, energy higher at centre")
print(f"  rate at separately averaged inputs: {bad_at:.3f} nm/min")
print(f"  average of local rates: {bad_avg:.3f} nm/min")
print(f"  rate at averaged x and y: {cured:.3f} nm/min")
print("all good")
```

Output:

```
silicon atomic density: 5.0e+22 cm^-3
sticking: 0.30; Cl used per Si: 3
yield slope: 0.30 per sqrt(eV)
threshold: 16 eV; ion energy: 100 eV
yield at full coverage: 1.80 Si/ion
mean radical flux: 2.0e+17 cm^-2 s^-1
mean ion flux: 1.0e+16 cm^-2 s^-1
ion current density: 1.60 mA/cm2
Cl partial pressure at 500 K: 0.76 mTorr
wafer radius: 150 mm
radical half-swing: 15 % (edge high)
ion half-swing: 20 % (centre high)
site density: 7.0e+14 cm^-2
coverage relaxation time: 6.14 ms
mean radical-limited rate X: 240.00 nm/min
mean ion-limited rate Y: 216.00 nm/min
coverage at averaged fluxes: 0.5263
local values: r (mm), x, y (nm/min), coverage, R (nm/min)
  0.0  204.00  259.20  0.4404  114.155
  106.1  240.00  216.00  0.5263  113.684
  150.0  276.00  172.80  0.6150  106.267
rate at averaged fluxes: 113.684 nm/min
average of local rates: 112.527 nm/min
loss, by subtraction: 1.1575 nm/min
loss, from coverage spread: 1.1575 nm/min
relative loss: 1.018 %
mean square of u-v: 0.04083
second-order estimate of relative loss: 1.018 %
fixed ratio, both half-swings 20 %: average 113.684 nm/min
fixed ratio, |loss| below 1e-6 nm/min: True
neglected effects: rate at averages, average, loss (nm/min)
  one Cl per ion: 121.935  121.036  0.8998
  sputter yield 0.05: 116.526  115.401  1.1253
  thermal 1.0 nm/min: 113.961  112.806  1.1545
  energy swing 5 eV: 113.684  112.394  1.2900
  sticking swing 5 %: 113.684  112.311  1.3735
sputtering factor on loss: 0.9722
fixed ratio with thermal removal, loss: 8.24e-06 nm/min
counterexample: fixed flux ratio, energy higher at centre
  rate at separately averaged inputs: 113.684 nm/min
  average of local rates: 113.824 nm/min
  rate at averaged x and y: 113.840 nm/min
all good
```
